# Oscillator-strength sum rule and length-velocity equivalence in TDHF and CIS: test program

```python
"""Result under test (atomic units, closed shell, real orbitals):
full TDHF obeys  omega <0|z|n> = <0|d/dz|n>  and  sum_n f_n = N  in a complete
basis, while CIS (B = 0) violates both; its mixed sum alone stays equal to N.
A, B : singlet response matrices;  X, Y : excitation and de-excitation vectors
z, g : occupied-virtual elements of z and of d/dz
f    : z-polarized strength in length, velocity or mixed form
"""
import numpy as np
import sympy as sp
from scipy import constants, integrate, linalg
from pyscf import gto, scf

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def solve_full(a, b):
    """Positive-frequency solutions, normalized to X.X - Y.Y = 1.
    The Cholesky step inside eigh fails if the ground state is unstable."""
    n = len(a)
    hessian = np.block([[a, b], [b, a]])
    metric = np.diag(np.r_[np.ones(n), -np.ones(n)])
    inverse, vec = linalg.eigh(metric, hessian)
    inverse = inverse[n:][::-1]
    vec = vec[:, n:][:, ::-1] / np.sqrt(inverse)
    return 1 / inverse, vec[:n], vec[n:]


def spectrum(a, b, z, g, full):
    if full:
        omega, x, y = solve_full(a, b)
    else:
        omega, x = linalg.eigh(a)
        y = np.zeros_like(x)
    dip = np.sqrt(2) * z @ (x + y)
    vel = np.sqrt(2) * g @ (x - y)
    return {"omega": omega, "dip": dip, "vel": vel,
            "L": 2 * omega * dip**2, "V": 2 * vel**2 / omega,
            "M": 2 * dip * vel}


def helium(basis):
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.init_guess = "1e"
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    mf.kernel()
    assert mf.converged
    phi, eps = mf.mo_coeff[:, 0], mf.mo_energy[0]
    labels = mol.ao_labels(fmt=False)
    pz = [k for k, lab in enumerate(labels)
          if lab[2][-1] == "p" and lab[3] == "z"]
    block = np.ix_(pz, pz)
    level, coeff = linalg.eigh(mf.get_fock()[block], mf.get_ovlp()[block])
    virt = np.zeros((mol.nao, len(pz)))
    virt[pz] = coeff
    z_row = phi @ mol.intor("int1e_r")[2]
    # only p_z functions are reached from the 1s orbital by z
    assert np.max(np.abs(np.delete(z_row, pz))) < 1e-8
    coul, exch = mf.get_jk(mol, np.outer(phi, phi))
    coul, exch = virt.T @ coul @ virt, virt.T @ exch @ virt
    a = np.diag(level - eps) + 2 * exch - coul
    b = exch
    z = z_row @ virt
    g = -phi @ mol.intor("int1e_ipovlp")[2] @ virt
    return {"mf": mf, "phi": phi, "eps": eps, "a": a, "b": b,
            "full": spectrum(a, b, z, g, True),
            "cis": spectrum(a, b, z, g, False)}


def shells(s_exponents, p_exponents):
    return {"He": [[0, [float(e), 1.0]] for e in s_exponents]
            + [[1, [float(e), 1.0]] for e in p_exponents]}


def kicked_dipole(mf, kick, step, count):
    """Nonlinear TDHF propagation after the sudden kick exp(i*kick*z)."""
    c = mf.mo_coeff
    n = c.shape[1]
    h = c.T @ mf.get_hcore() @ c
    z = c.T @ mf.mol.intor("int1e_r")[2] @ c
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mf.mol.intor("int2e"),
                    c, c, c, c, optimize=True)
    kernel = (eri - 0.5 * eri.transpose(0, 3, 1, 2)).reshape(n * n, n * n)
    kernel = kernel.astype(complex)
    rotation = linalg.expm(1j * kick * z)
    dens = rotation @ np.diag(mf.mo_occ) @ rotation.conj().T

    def rate(p):
        fock = h + (kernel @ p.ravel()).reshape(n, n)
        return -1j * (fock @ p - p @ fock)

    signal = [np.trace(dens @ z).real]
    for _ in range(count):
        k1 = rate(dens)
        k2 = rate(dens + 0.5 * step * k1)
        k3 = rate(dens + 0.5 * step * k2)
        k4 = rate(dens + step * k3)
        dens = dens + step * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        signal.append(np.trace(dens @ z).real)
    return np.array(signal) / kick


def trap_model():
    """Four electrons in one dimension on a sinc grid, where closure is exact.
    The two occupied orbitals have opposite parity, so z couples them."""
    h = 0.2
    x = h * np.arange(-30, 31)
    idx = np.arange(len(x))
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kin = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / h**2
    grad = np.where(diff == 0, 0.0, sign / safe) / h
    w = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
    core = kin + np.diag(x**4 / 10)
    dens = np.zeros_like(core)
    for _ in range(600):
        fock = core + np.diag(2 * w @ np.diag(dens)) - w * dens
        e, c = linalg.eigh(fock)
        new = c[:, :2] @ c[:, :2].T
        change = np.max(np.abs(new - dens))
        dens = dens + 0.3 * (new - dens)
        if change < 1e-12:
            break
    assert change < 1e-10
    o, v = c[:, :2], c[:, 2:]
    nv = v.shape[1]
    pair = np.einsum("ki,ka->iak", o, v).reshape(2 * nv, len(x))
    iajb = (pair @ w @ pair.T).reshape(2, nv, 2, nv)
    oo = np.einsum("ki,kj->ijk", o, o)
    vv = np.einsum("ka,kb->abk", v, v)
    ijab = np.einsum("ijk,abk->iajb", oo @ w, vv, optimize=True)
    gap = np.diag((e[None, 2:] - e[:2, None]).ravel())
    a = gap + (2 * iajb - ijab).reshape(2 * nv, 2 * nv)
    b = (2 * iajb - iajb.transpose(0, 3, 2, 1)).reshape(2 * nv, 2 * nv)
    z = (o.T @ (x[:, None] * v)).ravel()
    g = (o.T @ grad @ v).ravel()
    z_occ = abs(o[:, 0] @ (x * o[:, 1]))
    return a, b, z, g, z_occ


# --- general identity with several occupied orbitals ---
a, b, z, g, z_occ = trap_model()
assert z_occ > 0.1
identity_error = np.max(np.abs((a - b) @ z - g))
trap_full = spectrum(a, b, z, g, True)
trap_cis = spectrum(a, b, z, g, False)
trap_lv = np.max(np.abs(trap_full["omega"] * trap_full["dip"]
                        - trap_full["vel"]))
assert identity_error < 1e-7
assert trap_lv < 1e-6
for form in "LVM":
    assert abs(trap_full[form].sum() - 4) < 1e-6
assert abs(trap_cis["M"].sum() - 4) < 1e-6
assert abs(trap_cis["L"].sum() - 4) > 1e-2
print("1D model, 4 electrons, trap x^4/10, repulsion 1/sqrt(x^2+1)")
print(f" z between occupied orbitals = {z_occ:.4f} bohr")
print(f" max |(A-B)z - g| = {identity_error:.1e} 1/bohr")
print(f" max |omega*dipole - velocity|, TDHF = {trap_lv:.1e} 1/bohr")
for name, res in (("TDHF", trap_full), ("CIS", trap_cis)):
    print(f" {name} sums length, velocity, mixed = {res['L'].sum():.6f},"
          f" {res['V'].sum():.6f}, {res['M'].sum():.6f}")

# --- helium in growing bases ---
ranges = [(4, 0.2, 15.0), (6, 0.1, 60.0), (9, 0.05, 400.0),
          (13, 0.025, 3000.0), (18, 0.012, 20000.0)]
cases = []
for m, low, high in ranges:
    expo = np.geomspace(low, high, m)
    cases.append((f"{m}s{m}p, exponents {low:g} to {high:g} bohr^-2",
                  helium(shells(expo, expo))))
for name in ("aug-cc-pVDZ", "aug-cc-pVTZ", "aug-cc-pVQZ"):
    cases.append((name, helium(name)))

print("Helium: sums are length, velocity, mixed (dimensionless)")
print("first 1P: energy in hartree, f length, f velocity")
for name, he in cases:
    print(f"{name}: E_HF = {he['mf'].e_tot:.6f} hartree")
    for method, key in (("TDHF", "full"), ("CIS ", "cis")):
        r = he[key]
        print(f" {method} sums {r['L'].sum():.5f} {r['V'].sum():.5f}"
              f" {r['M'].sum():.5f}; 1P {r['omega'][0]:.5f}"
              f" {r['L'][0]:.5f} {r['V'][0]:.5f}")

even = [he for _, he in cases[:len(ranges)]]
first, best = even[0], even[-1]
for form in "LV":
    errors = [abs(he["full"][form].sum() - 2) for he in even]
    assert errors[-1] < 1e-3 and errors[-1] < errors[0] / 10
state_gap = np.max(np.abs(best["full"]["L"] - best["full"]["V"]))
assert state_gap < 1e-3
assert best["cis"]["L"].sum() > 2.05 and best["cis"]["V"].sum() < 1.99
assert abs(best["cis"]["L"][0] - best["cis"]["V"][0]) > 1e-3
# shared exponents put z*phi inside the basis: mixed sum exact at any size
for he in even:
    assert abs(he["full"]["M"].sum() - 2) < 1e-7
    assert abs(he["cis"]["M"].sum() - 2) < 1e-7
assert abs(cases[-1][1]["full"]["M"].sum() - 2) > 1e-6
print(f"Largest set: max over states |f_L - f_V|, TDHF = {state_gap:.1e}")
lowest = linalg.eigvalsh(best["a"] - best["b"])[0]
assert lowest > 0
print(f"Largest set: 1s orbital energy = {best['eps']:.6f} hartree")
print(f"Largest set: lowest eigenvalue of A-B = {lowest:.5f} hartree")
for method, key in (("TDHF", "full"), ("CIS", "cis")):
    print(f"Largest set: first 1P energy, {method} ="
          f" {best[key]['omega'][0] * HARTREE_EV:.3f} eV")

# --- extra p functions cannot repair an error of the s basis ---
s_expo = np.geomspace(*ranges[0][1:], ranges[0][0])
extra = np.sqrt(s_expo[1:] * s_expo[:-1])
p_expo = np.r_[s_expo, extra, s_expo[0] / 3, s_expo[-1] * 3]
richer = helium(shells(s_expo, p_expo))
before, after = first["full"]["L"].sum(), richer["full"]["L"].sum()
assert abs(before - after) < 1e-6
print(f"TDHF length sum, 4s4p and 4s{len(p_expo)}p ="
      f" {before:.6f} and {after:.6f}")

# --- CIS excess from radial quadrature of the dipolar self-repulsion ---
r = np.linspace(0, 20, 20001)
points = np.column_stack([0 * r, 0 * r, r])
rho = (best["mf"].mol.eval_gto("GTOval_sph", points) @ best["phi"])**2
inner = integrate.cumulative_trapezoid(r**4 * rho, r, initial=0)
excess_quad = 8 * (4 * np.pi / 3)**2 * integrate.trapezoid(r * rho * inner, r)
excess_sum = best["cis"]["L"].sum() - best["full"]["L"].sum()
assert abs(excess_quad - excess_sum) < 2e-5   # grid error of the quadrature
print(f"CIS excess from the spectra = {excess_sum:.5f}")
print(f"CIS excess from radial quadrature = {excess_quad:.5f}")

# --- the same excess for a single exponential orbital, in closed form ---
zeta, rr, ss = sp.symbols("zeta r s", positive=True)
rho_s = zeta**3 / sp.pi * sp.exp(-2 * zeta * ss)
rho_r = rho_s.subs(ss, rr)
inside = sp.integrate(ss**4 * rho_s, (ss, 0, rr))
outer = sp.integrate(sp.expand(rr * rho_r * inside), (rr, 0, sp.oo))
closed = sp.simplify(8 * (4 * sp.pi / 3)**2 * outer)
assert sp.simplify(closed - sp.Rational(7, 24) / zeta) == 0
energy = zeta**2 - 4 * zeta + sp.Rational(5, 8) * zeta
zeta_best = sp.solve(sp.diff(energy, zeta), zeta)[0]
print(f"Exponential orbital: excess = {closed}")
print(f" at zeta = {float(zeta_best):.4f} 1/bohr: excess ="
      f" {float(closed.subs(zeta, zeta_best)):.5f}")

# --- TDHF spectrum against nonlinear real-time propagation ---
kick, step, count = 1e-3, 0.002, 1500
signal = kicked_dipole(first["mf"], kick, step, count)
time = step * np.arange(count + 1)
deviation = {}
for key in ("full", "cis"):
    res = first[key]
    linear = 2 * np.sin(np.outer(time, res["omega"])) @ res["dip"]**2
    deviation[key] = np.max(np.abs(signal - linear))
assert deviation["full"] < 2e-5
assert deviation["cis"] > 0.02
print(f"Real-time TDHF, 4s4p, kick {kick:g} 1/bohr,"
      f" duration {time[-1]:.1f} a.u.")
print(f" largest dipole/kick = {np.max(np.abs(signal)):.4f} bohr^2")
print(f" max deviation of TDHF spectrum = {deviation['full']:.1e} bohr^2")
print(f" max deviation of CIS spectrum = {deviation['cis']:.4f} bohr^2")

print("finished without a failed check")
```

It prints:

```
1D model, 4 electrons, trap x^4/10, repulsion 1/sqrt(x^2+1)
 z between occupied orbitals = 0.9087 bohr
 max |(A-B)z - g| = 3.2e-12 1/bohr
 max |omega*dipole - velocity|, TDHF = 4.8e-12 1/bohr
 TDHF sums length, velocity, mixed = 4.000000, 4.000000, 4.000000
 CIS sums length, velocity, mixed = 4.331975, 3.698462, 4.000000
Helium: sums are length, velocity, mixed (dimensionless)
first 1P: energy in hartree, f length, f velocity
4s4p, exponents 0.2 to 15 bohr^-2: E_HF = -2.845755 hartree
 TDHF sums 2.01985 1.98124 2.00000; 1P 0.95739 1.15382 1.09203
 CIS  sums 2.19319 1.82393 2.00000; 1P 0.95888 1.21593 0.99938
6s6p, exponents 0.1 to 60 bohr^-2: E_HF = -2.859291 hartree
 TDHF sums 2.00307 1.99699 2.00000; 1P 0.83798 0.57494 0.57194
 CIS  sums 2.17586 1.83861 2.00000; 1P 0.83857 0.59930 0.52385
9s9p, exponents 0.05 to 400 bohr^-2: E_HF = -2.861486 hartree
 TDHF sums 2.00088 1.99923 2.00000; 1P 0.80254 0.31493 0.32014
 CIS  sums 2.17353 1.84071 2.00000; 1P 0.80285 0.32646 0.29252
13s13p, exponents 0.025 to 3000 bohr^-2: E_HF = -2.861667 hartree
 TDHF sums 2.00013 1.99990 2.00000; 1P 0.79711 0.25579 0.25522
 CIS  sums 2.17278 1.84133 2.00000; 1P 0.79735 0.26440 0.23268
18s18p, exponents 0.012 to 20000 bohr^-2: E_HF = -2.861679 hartree
 TDHF sums 2.00001 1.99999 2.00000; 1P 0.79697 0.25186 0.25186
 CIS  sums 2.17267 1.84142 2.00000; 1P 0.79721 0.26026 0.22956
aug-cc-pVDZ: E_HF = -2.855705 hartree
 TDHF sums 2.00789 1.93518 1.97099; 1P 1.03251 1.32408 1.30315
 CIS  sums 2.17755 1.78526 1.97099; 1P 1.03448 1.40313 1.19503
aug-cc-pVTZ: E_HF = -2.861183 hartree
 TDHF sums 1.99917 1.98735 1.99299; 1P 0.95908 1.07170 1.07269
 CIS  sums 2.17168 1.83004 1.99299; 1P 0.96050 1.12904 0.98270
aug-cc-pVQZ: E_HF = -2.861522 hartree
 TDHF sums 2.00288 1.99578 1.99904; 1P 0.90829 0.88123 0.88665
 CIS  sums 2.17556 1.83760 1.99904; 1P 0.90934 0.92458 0.81221
Largest set: max over states |f_L - f_V|, TDHF = 9.7e-04
Largest set: 1s orbital energy = -0.917955 hartree
Largest set: lowest eigenvalue of A-B = 0.79053 hartree
Largest set: first 1P energy, TDHF = 21.687 eV
Largest set: first 1P energy, CIS = 21.693 eV
TDHF length sum, 4s4p and 4s9p = 2.019854 and 2.019854
CIS excess from the spectra = 0.17266
CIS excess from radial quadrature = 0.17266
Exponential orbital: excess = 7/(24*zeta)
 at zeta = 1.6875 1/bohr: excess = 0.17284
Real-time TDHF, 4s4p, kick 0.001 1/bohr, duration 3.0 a.u.
 largest dipole/kick = 1.1822 bohr^2
 max deviation of TDHF spectrum = 2.9e-07 bohr^2
 max deviation of CIS spectrum = 0.0814 bohr^2
finished without a failed check
```
